# On-shell singularity and renormalisation of the two-body Coulomb T matrix, part 1

(Sections cited here and not found follow in the second part.)

An electron passes a proton and is deflected. For a force of short range the electron is free long before and long after the encounter, so a plane wave $|\mathbf p\rangle$ is a legitimate initial state, and the amplitude is the value of the T matrix when both momenta satisfy $p=p'=k$. For the force $\alpha/r$ the electron is never free: along a straight path $r=v|t|$ the potential changes the phase by $-\int\alpha\,dt/(v|t|)$, whose magnitude grows as $\ln|t|$. A code that needs the two-body Coulomb T matrix, for instance as the kernel of a three-body equation, meets this logarithm as a singularity at $p=k$ and has to know its exact form, including the branch.

## 1. Conventions

Hartree atomic units are used. $H=H_0+V$ with $H_0=p^2/2\mu$ and $V=\alpha/r$; $\alpha<0$ is attraction. The energy is $z=k^2/2\mu$ with $k$ in the first quadrant, and the physical limit is $k+i0$. Define $\eta=\mu\alpha/k$ and $\gamma=i\eta$. Plane waves are $\langle\mathbf r|\mathbf p\rangle=(2\pi)^{-3/2}e^{i\mathbf p\cdot\mathbf r}$, and $q=|\mathbf p'-\mathbf p|\neq0$ throughout.

One integral is used repeatedly. For $\operatorname{Re}\Lambda>0$, the angular integration gives $4\pi\int_0^\infty e^{-\Lambda r}\sin(Qr)\,dr/Q$, so

$$\int d^3r\,\frac{e^{-\Lambda r+i\mathbf Q\cdot\mathbf r}}{r}=\frac{4\pi}{Q^2+\Lambda^2}.\tag{1}$$

With $\Lambda\to0$ and the factor $(2\pi)^{-3}$, $V(\mathbf p',\mathbf p)=\alpha/(2\pi^2q^2)$, written $V$ below. The T matrix is $T=V+VGV$ with $G=(z-H)^{-1}$, and it obeys

$$T(\mathbf p',\mathbf p)=V(\mathbf p',\mathbf p)+\int d^3l\;V(\mathbf p',\mathbf l)\,\frac{2\mu}{k^2-l^2}\,T(\mathbf l,\mathbf p).\tag{2}$$

For a short-range force the free Green's function $-(\mu/2\pi)e^{ik|\mathbf r-\mathbf r'|}/|\mathbf r-\mathbf r'|$ at large $r$ gives $f=-(\mu/2\pi)(2\pi)^3T=-4\pi^2\mu T$ on shell. The same factor is used here to convert between $T$ and $f$.

## 2. Exact solution at negative energy

Put $k=i\kappa$, $\kappa>0$, and $A=p^2+\kappa^2$, $A'=p'^2+\kappa^2$. Then $\gamma=i\mu\alpha/(i\kappa)=\mu\alpha/\kappa$ is real. The Fock map sends $\mathbf p$ to the four-vector $\xi=(2\kappa\mathbf p,\;p^2-\kappa^2)/A$, which has unit length because $4\kappa^2p^2+(p^2-\kappa^2)^2=A^2$.

The chord between two images follows from $|\xi-\xi'|^2=2-2\xi\cdot\xi'$ and $AA'-(p^2-\kappa^2)(p'^2-\kappa^2)=2\kappa^2(p^2+p'^2)$:

$$|\xi-\xi'|^2=\frac{2\,[\,2\kappa^2(p^2+p'^2)-4\kappa^2\mathbf p\cdot\mathbf p'\,]}{AA'}=\frac{4\kappa^2q^2}{AA'}\equiv\frac1\delta.\tag{3}$$

For the volume element write $\cos\chi=(p^2-\kappa^2)/A$, $\sin\chi=2\kappa p/A$. Since $d\cos\chi/dp=4\kappa^2p/A^2$, one has $|d\chi/dp|=2\kappa/A$, and $d\Omega=\sin^2\chi\,d\chi\,d\hat{\mathbf p}=(2\kappa/A)^3d^3p$.

Write $V=\frac{\alpha}{2\pi^2}\frac{4\kappa^2}{AA'}\,v$ with $v=1/|\xi-\xi'|^2$, and $T=\frac{\alpha}{2\pi^2}\frac{4\kappa^2}{AA'}\,t$. In (2) the factors that belong to the intermediate momentum, with $A''=l^2+\kappa^2$, combine as

$$\frac{\alpha}{2\pi^2}\,\frac{4\kappa^2}{A''^2}\cdot\frac{-2\mu}{A''}\cdot\frac{A''^3}{8\kappa^3}=-\frac{\gamma}{2\pi^2},$$

so all dependence on $A''$ cancels and

$$t(\xi',\xi)=v(\xi',\xi)-\frac{\gamma}{2\pi^2}\int d\Omega''\,v(\xi',\xi'')\,t(\xi'',\xi).\tag{4}$$

The kernel is invariant under rotations in four dimensions and is diagonalised as follows. Let $\xi\cdot\xi'=\cos\omega$ and $U_{n-1}=\sin n\omega/\sin\omega$. Summing the geometric series, $\sum_{n\ge1}\rho^n\sin n\omega=\operatorname{Im}\frac{\rho e^{i\omega}}{1-\rho e^{i\omega}}$, gives

$$K_\rho\equiv\frac{1}{1-2\rho\cos\omega+\rho^2}=\frac{1}{(1-\rho)^2+\rho/\delta}=\sum_{n\ge1}\rho^{n-1}U_{n-1},\tag{5}$$

where $2-2\cos\omega=1/\delta$ was used. Now $K_\rho=1/|\rho\xi-\xi'|^2$, and $1/R^2$ is harmonic in four dimensions, since $f''+3f'/R=6R^{-4}-6R^{-4}=0$. Each term $\rho^{n-1}U_{n-1}$ is therefore a homogeneous harmonic polynomial of degree $n-1$, and $U_{n-1}$ is an eigenfunction of the Laplacian on the sphere with eigenvalue $-(n-1)(n+1)$. Different $n$ are orthogonal because that Laplacian is symmetric. For equal $n$, the convolution $g=\int d\Omega''\,U_{n-1}(\xi'\cdot\xi'')U_{n-1}(\xi''\cdot\xi)$ is an eigenfunction with the same eigenvalue that depends on $\omega$ alone. It obeys $(\sin^2\omega\,g')'+(n^2-1)\sin^2\omega\,g=0$; with $g=h/\sin\omega$ this is $h''+n^2h=0$, whose only solution regular at $\omega=0$ is $g=c\,U_{n-1}$. At $\xi=\xi'$ the left side is $4\pi\int_0^\pi\sin^2n\omega\,d\omega=2\pi^2$ and the right side is $cn$, so $c=2\pi^2/n$.

The kernel $v$ is the limit $\rho\to1$ of $K_\rho$. The limit may be taken inside sphere integrals because $K_\rho\le v/\rho$ and $v$ is integrable on the three-sphere. With $v=\sum U_{n-1}$ in this sense and $t=\sum t_nU_{n-1}$, equation (4) becomes $t_n=1-\gamma t_n/n$, so

$$t_n=\frac{n}{n+\gamma}=1-\frac{\gamma}{n+\gamma}.$$

The solution is unique unless $\gamma=-n$, that is $\kappa=\mu|\alpha|/n$ for attraction, which are the hydrogenic levels. For $\operatorname{Re}\gamma>-1$ insert $1/(n+\gamma)=\int_0^1\rho^{\,n+\gamma-1}d\rho$, resum with (5), and divide by $v=\delta$:

$$\frac{T}{V}=1-\gamma\int_0^1\frac{\rho^\gamma\,d\rho}{\rho+\delta(1-\rho)^2}.\tag{6}$$

This is the Schwinger representation.

## 3. Continuation to positive energy and the branch of $\ln\delta$

With $\kappa=-ik$,

$$\delta=\frac{(p^2-k^2)(p'^2-k^2)}{-4k^2q^2}.\tag{7}$$

$T$ is analytic in $z$ off the spectrum of $H$, so (6) continues to every $k$ reachable through a region where the integral is analytic. Two things can spoil it. The first is the end point $\rho=0$, which needs $\operatorname{Re}\gamma=\mu\alpha\operatorname{Im}k/|k|^2>-1$. For repulsion this always holds. For attraction it excludes the disc $|k|^2\le\mu|\alpha|\operatorname{Im}k$, which touches the real axis only at $k=0$; its exterior is connected and joins large imaginary $k$ to every real $k>0$. The second is a zero of the denominator on $0<\rho<1$, which requires $\delta=-\rho/(1-\rho)^2$, a negative real number. Let $w=-k^2$ have argument $-\vartheta$ with $0<\vartheta<\pi$. Adding the positive number $p^2$ turns $w$ towards the positive axis, so $\arg(p^2+w)$ lies in $(-\vartheta,0)$, and

$$\arg\delta=\arg(p^2+w)+\arg(p'^2+w)-\arg w\in(-\vartheta,\vartheta).$$

Hence $\delta$ never reaches the negative axis for $\operatorname{Im}k>0$, and its principal logarithm is the continued one. As $k$ becomes real, $\arg w\to-\pi$, while $\arg(p^2-k^2)\to0$ for $p>k$ and $-\pi$ for $p<k$. Define the leg logarithm $L(p)=\ln(p^2-k^2-i0)$, equal to $\ln|p^2-k^2|$ above the shell and $\ln|p^2-k^2|-i\pi$ below. Then

$$\ln\delta=L(p)+L(p')+i\pi-\ln(4k^2q^2),\tag{8}$$

and $\arg\delta=\pi,\,0,\,-\pi$ when none, one or both of $p,p'$ lie below $k$. These three cases are called above, mixed and below.

Equation (6) can be checked against (2) without the Fock map. With $T_l=\tfrac12\int T\,P_l\,d\cos\theta$ and $\tfrac12\int_{-1}^1P_l(c)\,dc/(x-c)=Q_l(x)$, the denominator $q^2[\rho+\delta(1-\rho)^2]$ is linear in $\cos\theta$, so

$$T_l=\frac{\alpha}{4\pi^2pp'}\Big[Q_l(x_1)-\gamma\int_0^1\rho^{\gamma-1}Q_l(x_\rho)\,d\rho\Big],\qquad x_\rho=\frac{p^2+p'^2}{2pp'}+\frac{(1-\rho)^2(p^2-k^2)(p'^2-k^2)}{-8k^2pp'\rho},$$

and (2) becomes $T_l=V_l+4\pi\int l''^2dl''\,V_l\,G_0\,T_l$ with $l''$ the intermediate momentum. The program evaluates both sides for $l=0,1,2$ at two complex momenta, one attractive and one repulsive; the largest residual relative to $T_l$ is $1.4\times10^{-11}$.

## 4. A series that isolates the singularity

Set $\delta=y/(1+y)^2$. With $s=\sqrt{1-4\delta}$ on the principal branch, $y=(1-s)/(1+s)=4\delta/(1+s)^2$ solves this, because $1+y=2/(1+s)$ gives $y/(1+y)^2=(1-s^2)/4$, and $|y|<1$ because $\operatorname{Re}s>0$. For real $\delta\ge1/4$ one has $|y|=1$ and the formulas below hold by continuity. From $1/\delta=2+y+1/y$ and $\operatorname{Im}(y+1/y)=\operatorname{Im}y\,(1-1/|y|^2)$, the imaginary parts of $y$ and $\delta$ have the same sign, so $|\arg y|<\pi$ whenever $|\arg\delta|<\pi$.

The denominator of (6) factorises as $\delta[\rho^2+(1/\delta-2)\rho+1]=\delta(\rho+y)(\rho+1/y)$. Partial fractions bring the factor $1/[\delta(1/y-y)]=(1+y)/(1-y)$:

$$\frac TV=1-\gamma\,\frac{1+y}{1-y}\,(I_1-I_2),\qquad I_1=\int_0^1\frac{\rho^\gamma d\rho}{\rho+y},\quad I_2=\int_0^1\frac{y\,\rho^\gamma d\rho}{1+y\rho}.\tag{9}$$

Expanding $1/(1+y\rho)$ gives $I_2=-\sum_{n\ge1}(-y)^n/(n+\gamma)$. For $I_1$ take first $-1<\operatorname{Re}\gamma<0$ and write $\int_0^1=\int_0^\infty-\int_1^\infty$. In the first piece rotate the ray to $\rho=yt$; the pole at $-y$ lies at angle $\pi$ from the new ray and is not crossed. The result is $y^\gamma\,\Gamma(1+\gamma)\Gamma(-\gamma)=-\pi y^\gamma/\sin\pi\gamma$ by the beta integral and the reflection formula. In the second piece $\rho=1/\sigma$ gives $\int_0^1\sigma^{-\gamma-1}d\sigma/(1+y\sigma)=\sum_{n\ge0}(-y)^n/(n-\gamma)$. Therefore

$$-\gamma(I_1-I_2)=\frac{\pi\gamma}{\sin\pi\gamma}y^\gamma+\gamma\sum_{n\ge0}\frac{(-y)^n}{n-\gamma}-\gamma\sum_{n\ge1}\frac{(-y)^n}{n+\gamma}.$$

The $n=0$ term is $-1$, and the others pair into $2\gamma^2/(n^2-\gamma^2)$:

$$\frac TV=1+\frac{1+y}{1-y}\Big[\frac{\pi\gamma}{\sin\pi\gamma}\,y^\gamma-1+2\gamma^2\sum_{n\ge1}\frac{(-y)^n}{n^2-\gamma^2}\Big].\tag{10}$$

At fixed $y$ both (9) and (10) are analytic in $\gamma$ on $|\operatorname{Re}\gamma|<1$, so (10) holds on that strip and in particular at $\gamma=i\eta$, where

$$C\equiv\frac{\pi\gamma}{\sin\pi\gamma}=\Gamma(1+i\eta)\Gamma(1-i\eta)=\frac{\pi\eta}{\sinh\pi\eta}.$$

For small $\delta$, iterate $y=\delta(1+y)^2=\delta(1+2\delta+\dots)$. Then $y^\gamma=\delta^\gamma(1+2\gamma\delta)$ and $(1+y)/(1-y)=1+2\delta$ to first order. The terms free of $y^\gamma$ give $1-(1+2\delta)-2\gamma^2\delta/(1-\gamma^2)=-2\delta/(1-\gamma^2)$. The constant 1, the Born term, cancels. At real $k$,

$$\frac TV=C\,\delta^{i\eta}\,[\,1+2(1+i\eta)\delta\,]-\frac{2\delta}{1+\eta^2}+O(\delta^2).\tag{11}$$

The program tests (10) against quadrature of (6) at complex $k$ on every side, and (11) against (6) at real $k$ with the branch taken from (8).

## 5. No limit on the shell

By (8), $\delta^{i\eta}=e^{-\pi\eta}\,e^{i\eta L(p)}\,e^{i\eta L(p')}\,(4k^2q^2)^{-i\eta}$. There is one factor $(p^2-k^2-i0)^{i\eta}$ for each leg, and $\delta\to0$ as soon as one leg reaches the shell, so the half-shell limit fails before the on-shell one. For real $\eta\ne0$ the failure has two parts.

The phase does not settle. With $|p-k|=|p'-k|=s$, $|\delta|\simeq s^2/q^2$ and the phase of $T/V$ is $2\eta\ln s$ plus a constant. Multiplying $s$ by $e^{-\pi/2|\eta|}$ changes it by $\pi$, so the sequence $s_n=s_0e^{-n\pi/2|\eta|}$ makes $T$ alternate in sign at a modulus that tends to a nonzero constant. Such a sequence has no limit.

The modulus depends on the side. Since $|\delta^{i\eta}|=e^{-\eta\arg\delta}$,

$$|T/V|\to Ce^{-\pi\eta}\ \text{(above)},\qquad C\ \text{(mixed)},\qquad Ce^{\pi\eta}\ \text{(below)}.\tag{12}$$

The first value is $2\pi\eta/(e^{2\pi\eta}-1)$, the Gamow factor. The singularity is bounded: $T$ circles at finite radius and does not diverge. The sign flip and the three moduli are tested for both signs of $\alpha$. For small $|\eta|$, $C\to1$ and $\delta^{i\eta}$ stays near 1 until $|\eta\ln\delta|$ is of order one, so the relative error of the Born term near the shell is about $|\eta\ln\delta|$. It grows only logarithmically and reaches order one at $|\delta|\sim e^{-1/|\eta|}$, but it need not be negligible earlier: at $\eta=0.05$ and $\delta=5\times10^{-5}$ it is already about $0.5$.

## 6. Origin of the logarithm

The term of (9) linear in $\gamma$ is the second Born term. At $\gamma=0$, $I_1-I_2=\ln\frac{1+y}{y}-\ln(1+y)=-\ln y$, so

$$\frac{T_2}{V}=\gamma\,\frac{1+y}{1-y}\ln y\;\longrightarrow\;i\eta\ln\delta,\tag{13}$$

the first-order term of $\delta^{i\eta}$. Expanding (11) in $\eta$ shows that every Born term beyond the first diverges on shell, the term of order $n$ in $\alpha$ as $V(i\eta\ln\delta)^{n-1}/(n-1)!$. At fixed $\delta\ne0$ the Born series is a power series in $\gamma$ whose radius of convergence is 1, because $t_1=1/(1+\gamma)$ has a pole at $\gamma=-1$. For $|\eta|<1$ it sums to the function whose near-shell form is the bounded oscillation (11); for $|\eta|\ge1$ that function is given by (10) but not by the Born series.

To see the role of the range, screen the potential to $\alpha e^{-mr}/r$, so that $V_m=\alpha/[2\pi^2(q^2+m^2)]$. In $T_2=\int d^3l\,V_mG_0V_m$ combine the two potential denominators by $1/ab=\int_0^1dx/[xa+(1-x)b]^2$, which gives $[(\mathbf l-\mathbf P)^2+\Delta^2]^{-2}$ with $\mathbf P=x\mathbf p+(1-x)\mathbf p'$ and $\Delta^2=m^2+x(1-x)q^2$. Inverting (1), $1/(l^2+\kappa^2)$ has the transform $2\pi^2e^{-\kappa r}/r$; applying $-\frac{1}{2\Delta}\partial_\Delta$ to the same pair, $1/(l^2+\Delta^2)^2$ has the transform $\pi^2e^{-\Delta r}/\Delta$. The convolution is $(2\pi)^{-3}$ times the transform of the product, which by (1) is $\pi^2/\{\Delta[P^2+(\Delta+\kappa)^2]\}$. Expanding $P^2$ shows $P^2+\Delta^2=xp^2+(1-x)p'^2+m^2$. With $G_0=-2\mu/(l^2+\kappa^2)$ and $\kappa=-ik$,

$$T_2=-2\mu\pi^2\Big(\frac{\alpha}{2\pi^2}\Big)^2\int_0^1\frac{dx}{\Delta\,[\,x(p^2-k^2)+(1-x)(p'^2-k^2)+m^2-2ik\Delta\,]}.\tag{14}$$

On shell the bracket is $m^2-2ik\Delta$. For $m>0$ its modulus is at least $2km$, and this term has an on-shell limit, reached when the offsets are small compared with $m$. For $m=0$ the integrand becomes $1/[-2ikq^2x(1-x)]$, which diverges logarithmically at $x=0$ and at $x=1$, once for each leg. For $m\ll q,k$ the leading behaviour follows from dropping $m^2$ against $2k\Delta$ and using $\int_0^1dx/\Delta^2\simeq(2/q^2)\ln(q^2/m^2)$, which gives $T_2/V_m\simeq-i\eta\ln(q^2/m^2)$. This argument covers the second-order term only. The program tests (14) at $m=0$ against (13), the convergence at $m>0$, and the logarithmic growth at $m=0$.

The Coulomb T matrix is now known exactly, including the branch of its logarithm, and near the shell it stays bounded but has no limit, because each leg contributes a singular factor $(p^2-k^2-i0)^{i\eta}$. It remains to find the physical scattering amplitude and the factor by which $T$ must be divided to reach it, and to show where this fails and how to compute it.
